# Michel Asymmetry and the Forward-Backward Measurement of Muon Polarization

## Two counts and an impossible polarization

In a simulated experiment, positive muons stop in a sample between two counters of equal size. During the first microsecond the forward counter records 146182 positrons and the backward counter 78068, a ratio of 1.87. If the counters are taken to be equally efficient, these counts imply a muon polarization of 1.215, which is impossible because a polarization cannot exceed 1. With the efficiencies accounted for, the same counts give $0.794\pm0.009$.

Two things are needed to get from counts to polarization: how strongly the decay prefers the spin direction, and how the counters distort that preference.

## Conventions and the physical input

The muon is positive and decays at rest, $\mu^+\to e^+\nu_e\bar\nu_\mu$. The decay is treated at lowest order in the V−A weak interaction, without radiative corrections and with massless neutrinos. The positron mass is neglected at first. In this derivation $\hbar=c=1$, energies are in units of the muon rest energy, and four-vector products are $a\cdot b=a_0b_0-\mathbf a\cdot\mathbf b$.

Let $K=(1,\mathbf 0)$ be the muon momentum, $s=(0,\hat{\mathbf s})$ its spin vector, $p$ the positron momentum, and $k_1$, $k_2$ the momenta of $\nu_e$ and $\bar\nu_\mu$. The input taken from V−A theory is the squared amplitude, summed over positron spin:

$$|M|^2\propto (Q\cdot k_1)(p\cdot k_2),\qquad Q=K+s=(1,\hat{\mathbf s}).$$

## Averaging over the unseen neutrinos

The neutrino pair carries $q=K-p=k_1+k_2$. In the rest frame of the pair the neutrinos are back to back with equal energies $\omega$, and $2\omega=\sqrt{q^2}$. Their phase space is

$$\int\frac{d^3k_1}{2\omega_1}\frac{d^3k_2}{2\omega_2}\,\delta^4(q-k_1-k_2)
=\int\frac{4\pi\omega^2\,d\omega}{4\omega^2}\,\delta\!\left(\sqrt{q^2}-2\omega\right)=\frac{\pi}{2}.$$

This does not depend on $q$, so it drops out of the shape of the spectrum. What remains is the average of $k_1^\mu k_2^\nu$ over directions in the pair's rest frame. After averaging, $q$ is the one vector left, so the result must have the form

$$\langle k_1^\mu k_2^\nu\rangle=C_1\,q^2g^{\mu\nu}+C_2\,q^\mu q^\nu .$$

Two contractions fix the coefficients. Since $k_1^2=k_2^2=0$, we have $q^2=2k_1\cdot k_2$, and therefore $k_1\cdot k_2=q\cdot k_1=q\cdot k_2=q^2/2$. Contracting with $g_{\mu\nu}$, and separately with $q_\mu q_\nu$, gives

$$4C_1+C_2=\tfrac12,\qquad C_1+C_2=\tfrac14 .$$

Subtraction gives $3C_1=\tfrac14$, so $C_1=\tfrac1{12}$ and $C_2=\tfrac16$. Hence

$$\langle (Q\cdot k_1)(p\cdot k_2)\rangle=\tfrac1{12}\left[q^2\,Q\cdot p+2(Q\cdot q)(p\cdot q)\right].$$

## The Michel spectrum

Let the positron have energy $E$ and direction $\hat{\mathbf n}$, with $\hat{\mathbf n}\cdot\hat{\mathbf s}=c$. Then $p=E(1,\hat{\mathbf n})$ and $q=(1-E,-E\hat{\mathbf n})$, so

$$q^2=1-2E,\quad Q\cdot p=E(1-c),\quad Q\cdot q=1-E+Ec,\quad p\cdot q=E(1-E)+E^2=E.$$

The condition $q^2\ge0$ limits $E$ to at most $\tfrac12$. With $x=E/E_{\max}=2E$, the bracket becomes

$$E\left[(1-x)(1-c)+2-x+xc\right]=E\left[(3-2x)+(2x-1)c\right].$$

The positron phase space, $d^3p/(2E)=\tfrac12E\,dE\,d\Omega$, supplies another factor $E$. The rate is therefore proportional to $x^2[(3-2x)+(2x-1)c]$.

The muons in a sample need not be fully polarized. Choose a detector axis, let $\theta$ be the angle of the positron from it, and let $P$ be the polarization along it: a fraction $(1+P)/2$ of the spins points along the axis and $(1-P)/2$ against it. Reversing the spin reverses the sign of the cosine term, so the mixture multiplies that term by $\frac{1+P}{2}-\frac{1-P}{2}=P$. Polarization perpendicular to the axis adds a term that averages to zero around the axis, so symmetric counters do not see it. The distribution in $x$ and $\cos\theta$ is

$$W(x,\cos\theta)=x^2\left[(3-2x)+P(2x-1)\cos\theta\right].$$

It is normalized: the cosine term vanishes on integration over $\cos\theta$ from $-1$ to $1$, and the rest gives

$$\int_0^1 2x^2(3-2x)\,dx=\left[2x^3-x^4\right]_0^1=1.$$

If the positron mass is kept, the end point follows from $q^2=0$. In ordinary energy units it is $E_{\max}=(m_\mu^2+m_e^2)/(2m_\mu)=52.83$ MeV.

## Asymmetry at one energy

Taking out the isotropic part leaves the factor $1+a(x)P\cos\theta$, with

$$a(x)=\frac{2x-1}{3-2x}=-1+\frac{2}{3-2x}.$$

The values are $-0.2$ at $x=0.25$, zero at $x=0.5$ and $1$ at $x=1$. Slow positrons prefer the direction against the spin; fast ones prefer the direction along it. The derivative $a'(x)=4/(3-2x)^2$ is positive, so the asymmetry rises steadily with energy.

The end-point value has a simple meaning. At $x=1$ both neutrinos move opposite to the positron. The neutrino is left-handed and the antineutrino right-handed, so their spin components along the common line cancel. Orbital motion contributes nothing along that line. The positron must then carry the muon's spin component along $\hat{\mathbf n}$. A massless positron from this interaction is right-handed, with component $+\tfrac12$. The probability that a muon spin at angle $\theta$ has this component is $(1+\cos\theta)/2$, which is the angular law for $a=1$.

## Why the average is 1/3

A counter that does not measure energy adds up positrons. Each energy therefore enters with the number of positrons emitted there, $n(x)=2x^2(3-2x)$. Multiplying by $a(x)$ cancels the denominator:

$$\bar a=\int_0^1 n(x)a(x)\,dx=\int_0^1 2x^2(2x-1)\,dx=\left[x^4-\tfrac23x^3\right]_0^1=\frac13 .$$

The angular distribution of all positrons is then

$$\int_0^1W\,dx=\tfrac12\left(1+\tfrac13P\cos\theta\right).$$

The weight matters. A plain average of $a(x)$ over $x$ would be

$$\int_0^1\left(-1+\frac{2}{3-2x}\right)dx=-1+\left[-\ln(3-2x)\right]_0^1=\ln3-1=0.0986 .$$

This treats the few slow positrons as equal in number to the many fast ones. A counter that is equally efficient at all energies does not measure this average.

The value $\tfrac13$ belongs to a massless positron. Keeping the positron mass in the scalar products and the phase space, and integrating numerically by Gauss–Legendre quadrature, gives 0.33339. The shift of $6\times10^{-5}$ is negligible here. These digits show only the size of the mass effect within the lowest-order model; radiative corrections are not included, so 0.33339 is not the physical asymmetry to five digits.

## Positrons lost at low energy

Material between sample and counter can stop slow positrons. As a simple model, suppose that all positrons below $x_0$ are lost and all above it are counted. The two integrals then start at $x_0$:

$$\bar a(x_0)=\frac{\left[x^4-\tfrac23x^3\right]_{x_0}^1}{\left[2x^3-x^4\right]_{x_0}^1}
=\frac{\tfrac13+\tfrac23x_0^3-x_0^4}{1-2x_0^3+x_0^4}.$$

The denominator is the fraction of positrons that survives. For $x_0=0.5$ it is 0.8125, and

$$\bar a(0.5)=\frac{0.3333+0.0833-0.0625}{0.8125}=0.436 .$$

The average rises because $a(x)$ increases with $x$: the threshold removes the positrons with the lowest asymmetry. The price is a smaller count.

## From a direction to a counter

Let each counter cover a cone of half-angle $\theta_0$ about the detector axis, one forward and one backward, and write $c_0=\cos\theta_0$. "Forward" means along the positive detector axis, here the initial spin direction. It need not be the beam direction. With all energies counted, the probability that a positron enters the forward cone is

$$\int_{c_0}^{1}\tfrac12\left(1+\tfrac13Pc\right)dc
=\tfrac12\left[(1-c_0)+\tfrac P6(1-c_0^2)\right]
=\frac{1-c_0}{2}\left(1+A_0P\right),$$

where $1-c_0^2=(1-c_0)(1+c_0)$ was used and

$$A_0=\frac{1+c_0}{6}=\frac13\cdot\frac{1+c_0}{2}.$$

For the backward cone the limits are $-1$ and $-c_0$, which reverses the sign of the second term and gives $\frac{1-c_0}{2}(1-A_0P)$.

The factor $(1+c_0)/2$ is the mean cosine over the cone. A narrow cone has $A_0\to\tfrac13$ but few counts; a full hemisphere has $A_0=\tfrac16$. For $\theta_0=60^\circ$ the mean cosine is 0.75 and $A_0=0.25$.

## The forward-backward ratio

Let $N_\mu$ muons stop at $t=0$, let $\tau$ be their lifetime, and let $\varepsilon_F$, $\varepsilon_B$ be the counter efficiencies, assumed independent of positron energy. After subtraction of background, the expected counting rates are

$$\frac{dN_{F}}{dt}=\frac{N_\mu}{\tau}e^{-t/\tau}\,\varepsilon_F\,\frac{1-c_0}{2}\,[1+A_0P(t)],\qquad
\frac{dN_{B}}{dt}=\frac{N_\mu}{\tau}e^{-t/\tau}\,\varepsilon_B\,\frac{1-c_0}{2}\,[1-A_0P(t)].$$

The muon number, the lifetime factor and the solid angle cancel in the ratio. With $\alpha=\varepsilon_F/\varepsilon_B$,

$$R=\frac{N_F}{N_B}=\alpha\,\frac{1+A_0P}{1-A_0P}.$$

To solve for $P$, multiply out: $R-RA_0P=\alpha+\alpha A_0P$. Collecting terms gives $R-\alpha=A_0P(R+\alpha)$, so

$$P=\frac1{A_0}\,\frac{R-\alpha}{R+\alpha}=\frac1{A_0}\,\frac{N_F-\alpha N_B}{N_F+\alpha N_B}.$$

For $A_0=0.25$, $P=1$ and equal efficiencies, $R=1.25/0.75=1.667$. With $\alpha=1.25$ it becomes 2.083.

Three conditions deserve attention:

- **Background.** An unsubtracted constant background does not share the factor $e^{-t/\tau}$. It spoils the cancellation, increasingly so at late times.
- **Efficiency ratio.** If $\alpha=1.25$ is ignored, an unpolarized sample has $R=1.25$ and appears to have $P=(0.25/2.25)/0.25=0.44$.
- **Asymmetry.** The measured quantity is the product $A_0P$, so an error in $A_0$ rescales $P$. If both counters had the threshold $x_0=0.5$ but $\tfrac13$ were still used, $P$ would come out too large by the factor $0.436/0.333=1.31$.

## Measuring the efficiency ratio

Reversing the polarization gives two ratios whose product does not contain $P$:

$$R_+R_-=\alpha\frac{1+A_0P}{1-A_0P}\cdot\alpha\frac{1-A_0P}{1+A_0P}=\alpha^2 .$$

In practice a weak field perpendicular to the detector axis makes the spins precess, and $P$ changes sign after half a period. The product rule then holds only if the reversal is exact: the polarization must decay negligibly in that half period, and all of it must precess with the applied field. If 30% of it stays fixed along the axis, $P$ goes from $1$ to $-0.4$, and with $A_0=0.25$ and $\alpha=1.25$ the square root of the product is 1.46 instead of 1.25. The rule also assumes the same $A_0$ for both counters; counters with different cones or energy thresholds leave a dependence on $P$ in the product.

## Time windows

Counts are collected over a window from $t_1$ to $t_2$. Since the rates are linear in $P(t)$, the ratio formula returns the mean polarization weighted by the number of decays:

$$\bar P=\frac{\int_{t_1}^{t_2}e^{-kt}P(t)\,dt}{\int_{t_1}^{t_2}e^{-kt}\,dt},\qquad k=\frac1\tau .$$

For exponential relaxation from full polarization, $P(t)=e^{-\lambda t}$, both integrals are elementary:

$$\bar P=\frac{k}{k+\lambda}\,\frac{e^{-(k+\lambda)t_1}-e^{-(k+\lambda)t_2}}{e^{-kt_1}-e^{-kt_2}} .$$

## Counting errors

Write $D=(N_F-\alpha N_B)/S$ with $S=N_F+\alpha N_B$, so that $P=D/A_0$. The quotient rule gives

$$\frac{\partial D}{\partial N_F}=\frac{2\alpha N_B}{S^2},\qquad
\frac{\partial D}{\partial N_B}=-\frac{2\alpha N_F}{S^2},\qquad
\frac{\partial D}{\partial\alpha}=-\frac{2N_FN_B}{S^2}.$$

Independent Poisson counts have variances equal to their means, estimated here by $N_F$ and $N_B$. This assumes negligible background: a background-subtracted count keeps the variance of the raw count, plus that of the background estimate, and its error is larger than the formula below gives. To first order in the fluctuations,

$$\sigma_D^2=\frac{4\alpha^2(N_B^2N_F+N_F^2N_B)}{S^4}
=\frac{4\alpha^2N_FN_B(N_F+N_B)}{S^4}.$$

The uncertainty of $\alpha$ adds $(2N_FN_B\sigma_\alpha/S^2)^2$. Since $\ln\alpha=\tfrac12(\ln R_++\ln R_-)$, the four calibration counts $N_i$ give $\sigma_\alpha=\tfrac{\alpha}{2}\sqrt{\sum_i1/N_i}$.

## The simulated experiment

The opening counts come from a Monte Carlo model with $\theta_0=60^\circ$, $\alpha=1.25$, $\tau=2.2\ \mu$s and $\lambda=0.5\ \mu\mathrm{s}^{-1}$. Decays were drawn by rejection sampling from the three-body squared amplitude, including the neutrino directions. There is no background and no energy threshold.

Two calibration runs had full polarization along and against the axis. The first gave 416862 forward and 200263 backward counts, the second 250537 and 332625. Thus

$$\alpha=\sqrt{2.0816\times0.7532}=1.252\pm0.002,$$

in agreement with the model value.

The relaxation run contained 1333716 decays. In its first microsecond,

$$P=\frac1{0.25}\,\frac{146182-1.2521\times78068}{146182+1.2521\times78068}=0.794 .$$

For the prediction, $k=0.4545\ \mu\mathrm{s}^{-1}$ and $k+\lambda=0.9545\ \mu\mathrm{s}^{-1}$, so

$$\bar P=\frac{0.4545}{0.9545}\,\frac{1-e^{-0.9545}}{1-e^{-0.4545}}=0.802 .$$

The three windows give:

| Window (μs) | $N_F/N_B$ | $P$ from ratio | Predicted $\bar P$ | $P$ if $\alpha=1$ |
|---|---|---|---|---|
| 0–1 | 1.872 | 0.794 ± 0.009 | 0.802 | 1.215 |
| 1–2 | 1.605 | 0.494 ± 0.011 | 0.486 | 0.929 |
| 2–4 | 1.425 | 0.259 ± 0.011 | 0.250 | 0.701 |

Each measured value lies within one standard error of its prediction. The errors are not fully independent, because all three windows use the same calibrated $\alpha$.

The last column shows what the wrong efficiency ratio does to a relaxation measurement. The first value is impossible and would raise suspicion. The other two are possible polarizations, yet they are far too large and would suggest a much slower relaxation. As $P$ tends to zero, the ratio tends to $\alpha$ rather than to 1, and the uncorrected polarization levels off at 0.44 instead of vanishing.
